# Spin-orbit coupling in cubic-field d levels: why e stays unsplit: a numerical check

```python
# Result under test: in a cubic field the d-electron e doublet has no orbital
# angular momentum within itself, so spin-orbit coupling zeta L.S cannot split
# it; the t2 triplet acts as a p shell with reversed L and splits into
# -zeta/2 (4 states) and +zeta (2 states).
# Symbols: gap = E(t2)-E(e), zeta = spin-orbit constant, hbar = 1,
# L = -i r x grad, S = spin 1/2. Orbital order: z2, x2-y2, yz, zx, xy.
# Model energies are in eV.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const

x, y, z = sp.symbols("x y z", real=True)


def sphere_mean(poly):
    """Exact mean of a polynomial over the unit sphere."""
    total = sp.Integer(0)
    for powers, coef in sp.Poly(sp.expand(poly), x, y, z).terms():
        if all(p % 2 == 0 for p in powers):
            num = sp.prod([sp.factorial2(p - 1) for p in powers])
            total += coef * num / sp.factorial2(sum(powers) + 1)
    return total


def angular_momentum(functions):
    """Matrices <a|L_i|b> from differentiation and integration."""
    basis = [f / sp.sqrt(sphere_mean(f**2)) for f in functions]
    matrices = []
    for a, b, c, d in ((y, z, z, y), (z, x, x, z), (x, y, y, x)):
        images = [-sp.I * (a * sp.diff(f, b) - c * sp.diff(f, d))
                  for f in basis]
        matrices.append(np.array([[complex(sphere_mean(g * h))
                                   for h in images] for g in basis]))
    return np.array(matrices), basis


d_functions = [2*z**2 - x**2 - y**2, x**2 - y**2, y*z, z*x, x*y]
L, d_basis = angular_momentum(d_functions)
L_p, _ = angular_momentum([x, y, z])
assert np.allclose(sum(m @ m for m in L), 6*np.eye(5))

# Orbital angular momentum inside each manifold, and between them
assert np.allclose(L[:, :2, :2], 0)
assert np.allclose(L[:, 2:, 2:], -L_p)
assert np.isclose(L[2, 4, 1], 2j)
assert np.isclose(L[0, 2, 0], -1j*np.sqrt(3))
assert np.isclose(L[1, 3, 0], 1j*np.sqrt(3))
assert np.isclose(L[2, 3, 2], -1j)

spin = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                 [[1, 0], [0, -1]]]) / 2
LS = sum(np.kron(L[i], spin[i]) for i in range(3))
assert np.allclose((LS @ LS)[:4, :4], 1.5*np.eye(4))


def levels(gap, zeta, extra=None):
    orbital = np.diag([0, 0, gap, gap, gap]).astype(complex)
    if extra is not None:
        orbital = orbital + extra
    return np.linalg.eigvalsh(np.kron(orbital, np.eye(2)) + zeta*LS)


# Symmetry counts from the 24 proper rotations of the cube
rotations = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        R = np.diag(signs) @ np.eye(3)[list(perm)]
        if np.linalg.det(R) > 0:
            rotations.append(R)
assert len(rotations) == 24
e_forms = [np.diag([-1, -1, 2])/np.sqrt(6), np.diag([1, -1, 0])/np.sqrt(2)]
t_forms = []
for i, j in ((1, 2), (2, 0), (0, 1)):
    form = np.zeros((3, 3))
    form[i, j] = form[j, i] = 1/np.sqrt(2)
    t_forms.append(form)


def characters(forms):
    return np.array([sum(np.trace(q @ R @ q @ R.T) for q in forms)
                     for R in rotations])


chi_e, chi_t = characters(e_forms), characters(t_forms)
chi_axial = np.array([np.trace(R) for R in rotations])
count_e = np.mean(chi_e**2 * chi_axial)
count_t = np.mean(chi_t**2 * chi_axial)
# The squared spin-1/2 character is 1 + trace(R), also in the double group
norm_e = np.mean(chi_e**2 * (1 + chi_axial))
norm_t = np.mean(chi_t**2 * (1 + chi_axial))
assert np.allclose([count_e, count_t, norm_e, norm_t], [0, 1, 1, 2])

# Level order for eight negative point charges at the corners of a cube
radius_ratio = 0.4
cos_t, weights = np.polynomial.legendre.leggauss(40)
phi = 2*np.pi*np.arange(80)/80
ct, ph = np.meshgrid(cos_t, phi, indexing="ij")
st = np.sqrt(1 - ct**2)
points = np.array([st*np.cos(ph), st*np.sin(ph), ct])
potential = np.zeros_like(ct)
for corner in itertools.product((1, -1), repeat=3):
    site = np.array(corner)/np.sqrt(3)
    potential += 1/np.linalg.norm(
        site[:, None, None] - radius_ratio*points, axis=0)
orbitals = [sp.lambdify((x, y, z), f, "numpy")(*points) for f in d_basis]
area = weights[:, None]/(2*80)
field = np.array([[np.sum(area*f*potential*g) for g in orbitals]
                  for f in orbitals])
assert np.allclose(field, np.diag(np.diag(field)), atol=1e-10)
assert np.isclose(field[0, 0], field[1, 1])
assert np.allclose(np.diag(field)[2:], field[2, 2])
cube_gap = field[2, 2] - field[0, 0]
assert cube_gap > 1e-3

# First-order slopes by diagonalization at very small coupling
gap, zeta = 3.0, 0.2
small = 1e-4
slopes = (levels(gap, small) - levels(gap, 0))/small
assert np.allclose(slopes, [0]*4 + [-0.5]*4 + [1]*2, atol=2e-4)


def cubic_formula(gap, zeta):
    middle = (gap - zeta/2)/2
    root = np.sqrt(middle**2 + 1.5*zeta**2)
    return np.sort([middle - root]*4 + [middle + root]*4 + [gap + zeta]*2)


# Strong coupling is included: e must stay unsplit beyond first order
for trial in (0.01, 0.2, 1.0, 5.0):
    found = levels(gap, trial)
    assert np.allclose(found, cubic_formula(gap, trial))
    assert np.ptp(found[:4]) < 1e-10
assert np.allclose(levels(0, zeta), [-1.5*zeta]*4 + [zeta]*6)
weak = 0.005
assert np.isclose(levels(gap, weak)[0], -1.5*weak**2/gap, rtol=3e-3)
E = levels(gap, zeta)
second = -1.5*zeta**2/gap

# Tetragonal field: e splits already without spin-orbit coupling
tetra_split = 0.3
tau_z = tetra_split/4
V_tetra = tau_z*(L[2] @ L[2] - 2*np.eye(5))
tetra_0 = levels(gap, 0, V_tetra)
tetra_so = levels(gap, zeta, V_tetra)
assert np.isclose(tetra_0[2] - tetra_0[0], tetra_split)
e1, e2, e_yz, _, e_xy = np.diag(V_tetra).real + [0, 0, gap, gap, gap]
shift = levels(gap, weak, V_tetra) - tetra_0
assert np.isclose(shift[0], -1.5*weak**2/(e_yz - e1), rtol=5e-3)
assert np.isclose(shift[2], -weak**2*(1/(e_xy - e2) + 0.5/(e_yz - e2)),
                  rtol=5e-3)

# Trigonal field: e stays orbitally degenerate but acquires t2 character
Ln = L.sum(axis=0)/np.sqrt(3)
trigonal = Ln @ Ln - 2*np.eye(5)
assert np.allclose(trigonal[:2, :2], 0)
assert np.allclose(np.linalg.svd(trigonal[:2, 2:])[1], np.sqrt(2))
mix = 0.1
V_tri = mix/np.sqrt(2)*trigonal
tri_0 = levels(gap, 0, V_tri)
tri_so = levels(gap, zeta, V_tri)
assert np.ptp(tri_0[:4]) < 1e-10
tri_split = tri_so[2] - tri_so[0]
tri_leading = 2*np.sqrt(2)*zeta*mix/gap
tiny = 0.001
check = levels(gap, tiny, tiny/np.sqrt(2)*trigonal)
assert np.isclose(check[2] - check[0], 2*np.sqrt(2)*tiny**2/gap, rtol=0.01)
assert tri_split > 1e-3

# Rough sizes of other effects outside the cubic-site model
kelvin = 300.0
k_eV = const.k/const.e
thermal = k_eV*kelvin
light_mass, heavy_mass = 1.0, 3.0
dispersion = 1.5*thermal*(1 - light_mass/heavy_mass)
d_weight = 0.8
cov = levels(gap, d_weight*zeta)
field_MV_cm, dipole_A, odd_gap = 3.0, 1.0, 5.0
field_step = field_MV_cm*1e8*dipole_A*const.angstrom
stark = field_step**2/odd_gap

print(f"Cubic gap E(t2)-E(e), model input: {gap:.2f} eV")
print(f"Spin-orbit constant zeta, model input: {zeta:.2f} eV")
print(f"Largest |L| element within e: {abs(L[:, :2, :2]).max():.3f} hbar")
print(f"Largest |L| element within t2: {abs(L[:, 2:, 2:]).max():.3f} hbar")
print(f"|<xy|Lz|x2-y2>|: {abs(L[2, 4, 1]):.3f} hbar")
print(f"|<yz|Lx|z2>|: {abs(L[0, 2, 0]):.3f} hbar")
print(f"Times T1 occurs in ExE: {abs(count_e):.0f}; in T2xT2: {count_t:.0f}")
print(f"Character norm, E x spin: {norm_e:.0f}; T2 x spin: {norm_t:.0f}")
print(f"Point-charge test, electron/ligand radius: {radius_ratio:.2f}")
print(f"Point-charge t2-e gap: {cube_gap:.4f} (charge/ligand radius, a.u.)")
print(f"First-order slope of e: {abs(slopes[0]):.3f} (energy/zeta)")
print(f"First-order slopes of t2: {slopes[4]:.3f}, {slopes[8]:.3f}")
print(f"First-order t2 levels: {gap-zeta/2:.4f}, {gap+zeta:.4f} eV")
print(f"First-order t2 splitting: {1.5*zeta:.4f} eV")
print(f"Full e level (4 states): {E[0]:.4f} eV")
print(f"Full lower t2 level (4 states): {E[4]:.4f} eV")
print(f"Full upper t2 level (2 states): {E[8]:.4f} eV")
print(f"Full t2 splitting: {E[8]-E[4]:.4f} eV")
print(f"Full e splitting: {np.ptp(E[:4]):.4f} eV")
print(f"Second-order e shift: {second:.4f} eV")
print(f"Size of full e shift as a temperature: {-E[0]/k_eV:.0f} K")
print(f"Tetragonal e splitting without spin-orbit: {tetra_split:.4f} eV")
print(f"Same with spin-orbit: {tetra_so[2]-tetra_so[0]:.4f} eV")
print(f"Trigonal e-t2 mixing element, input: {mix:.2f} eV")
print(f"Trigonal e splitting without spin-orbit: {np.ptp(tri_0[:4]):.4f} eV")
print(f"Trigonal e splitting with spin-orbit, full: {tri_split:.4f} eV")
print(f"Same, leading-order formula: {tri_leading:.4f} eV")
print(f"Temperature of use: {kelvin:.0f} K")
print(f"Thermal energy: {thermal:.4f} eV")
print(f"Illustrative band masses: {light_mass:.1f}, {heavy_mass:.1f} m_e")
print(f"Band splitting at thermal wavevector*: {dispersion:.4f} eV")
print("*where the light band has kinetic energy 1.5 kT")
print(f"Illustrative factor on zeta from ligand admixture: {d_weight:.2f}")
print(f"t2 splitting with that factor: {cov[8]-cov[4]:.4f} eV")
print(f"e shift with that factor: {cov[0]:.4f} eV")
print(f"Operating field, input: {field_MV_cm:.1f} MV/cm")
print(f"Dipole length, rough input: {dipole_A:.1f} angstrom")
print(f"Gap to odd-parity states, rough input: {odd_gap:.1f} eV")
print(f"Second-order field shift, rough size: {stark:.5f} eV")
print("PASS")
```

Printed output:

```
Cubic gap E(t2)-E(e), model input: 3.00 eV
Spin-orbit constant zeta, model input: 0.20 eV
Largest |L| element within e: 0.000 hbar
Largest |L| element within t2: 1.000 hbar
|<xy|Lz|x2-y2>|: 2.000 hbar
|<yz|Lx|z2>|: 1.732 hbar
Times T1 occurs in ExE: 0; in T2xT2: 1
Character norm, E x spin: 1; T2 x spin: 2
Point-charge test, electron/ligand radius: 0.40
Point-charge t2-e gap: 0.0379 (charge/ligand radius, a.u.)
First-order slope of e: 0.000 (energy/zeta)
First-order slopes of t2: -0.500, 1.000
First-order t2 levels: 2.9000, 3.2000 eV
First-order t2 splitting: 0.3000 eV
Full e level (4 states): -0.0205 eV
Full lower t2 level (4 states): 2.9205 eV
Full upper t2 level (2 states): 3.2000 eV
Full t2 splitting: 0.2795 eV
Full e splitting: 0.0000 eV
Second-order e shift: -0.0200 eV
Size of full e shift as a temperature: 238 K
Tetragonal e splitting without spin-orbit: 0.3000 eV
Same with spin-orbit: 0.2989 eV
Trigonal e-t2 mixing element, input: 0.10 eV
Trigonal e splitting without spin-orbit: 0.0000 eV
Trigonal e splitting with spin-orbit, full: 0.0196 eV
Same, leading-order formula: 0.0189 eV
Temperature of use: 300 K
Thermal energy: 0.0259 eV
Illustrative band masses: 1.0, 3.0 m_e
Band splitting at thermal wavevector*: 0.0259 eV
*where the light band has kinetic energy 1.5 kT
Illustrative factor on zeta from ligand admixture: 0.80
t2 splitting with that factor: 0.2269 eV
e shift with that factor: -0.0131 eV
Operating field, input: 3.0 MV/cm
Dipole length, rough input: 1.0 angstrom
Gap to odd-parity states, rough input: 5.0 eV
Second-order field shift, rough size: 0.00018 eV
PASS
```
